\section*{When a wide nanosheet looks two-dimensional, and when it does not}

\section{What the aspect ratio settles}

\textbf{Q:} My nanosheet is 5 nm thick and 50 nm wide. It is ten times wider than it is thick, so I treat its electrons as a two-dimensional gas. What could be wrong with that?

\textbf{A:} The ratio compares two confinement energies with each other. It compares neither with the broadening. Take hard walls a distance $W$ apart in $y$ and $t$ apart in $z$, a flat potential between them, and one parabolic valley with isotropic mass $m=0.2$ electron masses and spin degeneracy 2. Current flows along $x$. The levels of the cross-section separate, and the width part is
\begin{equation}
E_n=n^2E_1,\qquad E_1=\frac{\hbar^2\pi^2}{2mW^2},\qquad n=1,2,\dots
\end{equation}
with energies measured from the lowest thickness level. The first gap in either direction is $3\hbar^2\pi^2/2m$ divided by the squared length, so the two gaps differ by $(W/t)^2=100$: 225.6 meV for the thickness and 2.256 meV for the width. With a Fermi energy of 20 meV, motion along $z$ is frozen. Whether motion along $y$ looks continuous is a separate question.

\textbf{Q:} Then I compare 2.256 meV with the broadening?

\textbf{A:} That is the gap at the bottom of the ladder, whereas a degenerate gas responds at the Fermi level. Let $k=\sqrt{2mE}/\hbar$ and count half-waves across the width with $\nu=kW/\pi=\sqrt{E/E_1}$. One more subband opens each time $\nu$ grows by one, so the local spacing is
\begin{equation}
\Delta=\left(\frac{d\nu}{dE}\right)^{-1}=2\sqrt{EE_1}
=2\,\frac{\hbar k}{\sqrt{2m}}\,\frac{\hbar\pi}{\sqrt{2m}\,W}
=\frac{\pi\hbar^2k}{mW}=\frac{\pi\hbar v}{W},
\end{equation}
where $v=\hbar k/m$. At 20 meV, $\Delta=2\sqrt{20\times0.7521}=7.76$ meV, more than three times the lowest gap.

\section{What a measurement could resolve}

\textbf{Q:} In which quantity would I see this spacing?

\textbf{A:} In $dn/d\mu$, the change of electron number per length with chemical potential; multiplied by $e^2$ it is the quantum capacitance. Without broadening it equals the density of states $D(E)$ at $E=\mu$. For one subband let $q_n=\sqrt{k^2-(\pi n/W)^2}$. The two roots $k_x=\pm q_n$ contribute equally:
\begin{equation}
D_n=2\int\frac{dk_x}{2\pi}\,
\delta\!\left(E-E_n-\frac{\hbar^2k_x^2}{2m}\right)
=\frac{2}{2\pi}\cdot2\cdot\frac{m}{\hbar^2q_n}
=\frac{2m}{\pi\hbar^2q_n}.
\end{equation}
A two-dimensional gas of width $W$ has $2W\cdot2\pi k\,dk/(2\pi)^2=Wk\,dk/\pi$ states per length. Since $k\,dk=m\,dE/\hbar^2$, its density of states is $D_{2D}=mW/\pi\hbar^2$. Hence
\begin{equation}
\frac{D}{D_{2D}}=\frac{2}{W}\sum_{n\ge1}F\!\left(\frac{\pi n}{W}\right),
\qquad F(u)=\frac{1}{\sqrt{k^2-u^2}}\ \text{ for }|u|<k,
\end{equation}
and $F=0$ otherwise. As $F$ is even, the sum over $n\ge1$ is half the sum over all integers minus half the $n=0$ term, $F(0)=1/k$. The Fourier series of a comb of delta functions, $\sum_n\delta(\nu-n)=\sum_je^{2\pi ij\nu}$, with $u=\pi\nu/W$, turns the full sum into integrals, which $u=k\sin\theta$ evaluates:
\begin{align}
\sum_{n=-\infty}^{\infty}F\!\left(\frac{\pi n}{W}\right)
&=\frac{W}{\pi}\sum_{j=-\infty}^{\infty}\int_{-k}^{k}
\frac{e^{2ijWu}}{\sqrt{k^2-u^2}}\,du\nonumber\\
&=\frac{W}{\pi}\sum_j\int_{-\pi/2}^{\pi/2}
\cos(2jkW\sin\theta)\,d\theta
=W\sum_jJ_0(2jkW).
\end{align}
The $j=0$ term is 1, and $\pm j$ are equal. Therefore, away from the subband thresholds,
\begin{equation}
\frac{D}{D_{2D}}=\frac2W\left[\frac W2\Big(1+2\sum_{j\ge1}J_0(2jkW)\Big)-\frac1{2k}\right]
=1-\frac1{kW}+2\sum_{j\ge1}J_0(2jkW).
\label{eq:trips}
\end{equation}

\textbf{Q:} How do I read the three parts?

\textbf{A:} The 1 is the two-dimensional gas. The term $-1/kW$ is a smooth edge deficit: hard walls forbid the $n=0$ wave. The sum carries the width quantization. Its phase $2jkW$ is the phase gathered over $j$ round trips between the walls. For $kW\gg1$, $J_0(z)\simeq\sqrt{2/\pi z}\,\cos(z-\pi/4)$, so the first harmonic is
\begin{equation}
2J_0(2kW)\simeq\frac{2}{\sqrt{\pi kW}}\cos\!\left(2\pi\nu-\frac\pi4\right).
\end{equation}
It repeats each time $\nu$ grows by one, so its local period in energy is about $\Delta$. Because $\Delta$ grows with $E$, a full cycle starting from 20 meV in the 50 nm sheet takes 8.5 meV upward and 7.0 meV downward. When this ripple is too weak to see, the separate subbands no longer show, but the smooth edge deficit remains.

\section{How broadening removes the ripple}

\textbf{Q:} What weakens it?

\textbf{A:} Averaging over phase. Near the Fermi level, $2\pi\nu$ changes by $s\varepsilon$ when the energy shifts by $\varepsilon$, with $s=2\pi/\Delta$. Averaging a cosine over a symmetric, normalized distribution $p(\varepsilon)$ multiplies it by $\int p(\varepsilon)e^{is\varepsilon}d\varepsilon$. This linearization needs a broadening small compared with the Fermi energy.

\emph{Temperature.} Here $p=-\partial f/\partial E$, because $n=\int Df\,dE$. With $x=\varepsilon/k_BT$ and $a=sk_BT$, the integral is $I=\int e^{iax}e^x/(1+e^x)^2dx$. Raising the contour by $2\pi i$ multiplies the integrand by $e^{-2\pi a}$ and encloses the double pole at $x=i\pi$. Near it, with $y=x-i\pi$, the integrand is $-y^{-2}e^{-\pi a}(1+iay+\dots)$, so the residue is $-iae^{-\pi a}$ and
\begin{equation}
I(1-e^{-2\pi a})=2\pi a\,e^{-\pi a}
\ \Rightarrow\ R_T=\frac{X}{\sinh X},\qquad X=\pi a=\frac{2\pi^2k_BT}{\Delta}.
\end{equation}

\emph{Lifetime.} If a state decays with an energy-independent quantum lifetime $\tau$, its line is a Lorentzian of full width at half maximum $\Gamma=\hbar/\tau$. The pole at $\varepsilon=i\Gamma/2$ gives $e^{-\Gamma s/2}$:
\begin{equation}
R_\Gamma=e^{-\pi\Gamma/\Delta}=e^{-W/\ell},\qquad\ell=v\tau.
\end{equation}
This $\tau$ counts every scattering event that spoils the phase. A mobility gives little weight to small-angle scattering, so the lifetime inferred from it can be longer; the two agree when scattering is isotropic.

\emph{Slow disorder.} A potential that varies slowly along $x$ and is uniform across $y$ shifts the whole ladder. For a Gaussian spread $\sigma_V$, completing the square gives $e^{-\sigma_V^2s^2/2}$. A slow Gaussian variation $\delta_W$ of the width changes the phase $2kW$ with standard deviation $2k\delta_W$. Thus
\begin{equation}
R_V=e^{-2\pi^2\sigma_V^2/\Delta^2},\qquad R_W=e^{-2k^2\delta_W^2}.
\end{equation}
Independent averages multiply, so the ripple amplitude relative to $D_{2D}$ is
\begin{equation}
A=\frac{2R}{\sqrt{\pi kW}},\qquad R=R_TR_\Gamma R_VR_W.
\end{equation}
For harmonic $j$, $s$ becomes $js$: $X$ and the lifetime exponent grow as $j$, the Gaussian exponents as $j^2$.

\textbf{Q:} So the subbands are resolved once $\Delta$ exceeds each broadening?

\textbf{A:} There is no such sharp threshold, and the broadenings act jointly. Use full widths at half maximum. The thermal kernel is proportional to $\cosh^{-2}(\varepsilon/2k_BT)$ and falls to half at $\cosh=\sqrt2$, so its full width is $4\,\mathrm{arcosh}(\sqrt2)\,k_BT=3.53\,k_BT$. A Gaussian has $2\sqrt{2\ln2}\,\sigma=2.35\,\sigma$. If one full width equals $\Delta$, the surviving fraction of the first harmonic is 0.041 for temperature, $e^{-\pi}=0.043$ for lifetime and 0.028 for a Gaussian. If all three equal $\Delta$, the product is $5\times10^{-5}$. The spacing must exceed the widths by enough that $A$ stays above the contrast you can measure.

\section{The 50 nm sheet}

\textbf{Q:} What does that mean for my sheet at 4 K?

\textbf{A:} Take $\tau=1$ ps, $\sigma_V=0.5$ meV and $\delta_W=1$ nm. The full widths are 1.22 meV (thermal), 0.66 meV (lifetime) and 1.18 meV (potential). Since $E_n\propto W^{-2}$, the width variation acts as an energy spread $2E\delta_W/W=2\times20\times1/50=0.80$ meV, with full width 1.88 meV. All are well below 7.76 meV. With $k=0.324\ \mathrm{nm^{-1}}$,
\begin{align}
R&=0.882\times0.766\times0.921\times0.811=0.505,\\
A&=\frac{2\times0.505}{\sqrt{\pi\times0.324\times50}}=0.14.
\end{align}
The lifetime factor is $e^{-50/187.6}$: the mean free path is several widths long. A 14\% ripple in $dn/d\mu$ is clear width quantization, in a sheet ten times wider than thick. A gate sees less of it. The quantum capacitance, $C_q=13.4\ \mu$F/cm$^2$ here, is in series with the oxide capacitance $C_{ox}$, which scales the relative ripple by $C_{ox}/(C_{ox}+C_q)$: to about 5\% for gates on both faces with 1 nm of equivalent oxide, and below 1\% for 10 nm. These inputs describe a very clean and even sheet. The lowest thickness level lies $225.6/3=75.2$ meV above the flat potential, so a slow thickness variation of only 0.1 nm would shift the whole ladder by $2\times75.2\times0.1/5=3.0$ meV. As a Gaussian spread, that alone would cut the ripple to less than a tenth of its undamped size. This sensitivity belongs to hard walls and a thickness mass of 0.2. A 3.1 eV barrier with barrier mass 0.5 lowers the shift to 1.9 meV and leaves 0.29 of the ripple; a thickness mass of 0.916, as for the lowest valleys of a (100) silicon sheet, gives 0.66 meV with hard walls and leaves 0.87.

\textbf{Q:} Does the averaged density of states really show separate peaks?

\textbf{A:} Averaging the explicit subband sum over energy, potential and width gives five maxima between 5 and 40 meV. The one nearest the Fermi energy lies near 19.6 meV and reaches 1.093. The first harmonic alone would peak at $\nu=5+1/8$, or $5.125^2\times0.7521=19.75$ meV. There the second harmonic has phase $4\pi\nu-\pi/4=\pi/4$ modulo $2\pi$. It adds about 0.016 and falls with energy, which pulls the maximum down. The height is then roughly $1-0.005-0.062+0.142+0.016=1.09$. The 0.062 is the edge deficit; the 0.005 is $\Gamma/2\pi E$, lost because a Lorentzian tail reaches below the band edge.

Over 12--40 meV, the damped series with these smooth terms differs from the direct average by at most 0.003 of $D_{2D}$. Leaving out any one damping factor raises the largest difference to at least 0.036, so none of the four is negligible here.

\textbf{Q:} At 77 K, $k_BT$ is 6.64 meV, still below 7.76 meV. Are the peaks still there?

\textbf{A:} No. The thermal full width is 23.4 meV, three times the spacing. Because $k_BT$ is now a third of the Fermi energy, I would not trust the linearized $R_T$ for a number. A direct thermal sum over the ladder, with no other broadening, has no maximum between 5 and 40 meV, at 77 K or at 300 K. The thermal full width already equals $\Delta$ at 25.5 K, but weak maxima outlast that point: in the clean ladder the one near 20 meV is still present at 30 K and gone by 40 K. The geometry has not changed; the temperature has.

\section{Approaching the two-dimensional limit}

\textbf{Q:} If I stay at 4 K and widen the sheet, when does it become two-dimensional?

\textbf{A:} Gradually. With the same Fermi energy, lifetime and disorder:
\begin{center}
\begin{tabular}{cccc}
$W$ (nm) & $\Delta$ (meV) & $R$ & $A$\\
50 & 7.76 & 0.505 & 0.14\\
100 & 3.88 & 0.214 & 0.042\\
200 & 1.94 & 0.016 & 0.002
\end{tabular}
\end{center}
As $\Delta\propto1/W$, the thermal argument $X$ and the lifetime exponent grow as $W$, and the potential exponent as $W^2$. The factor $R_W$ stays at 0.811, because a fixed $\delta_W$ spoils the same phase at any width. At 200 nm a measurement with 1\% contrast sees no ripple; one with 0.1\% contrast still could.

\textbf{Q:} And at room temperature, how narrow must a sheet be for its lowest subband gap to match the thermal width?

\textbf{A:} Set the two equal, $3E_1=3.53\,k_BT$. At 300 K this gives
\begin{equation}
W=\pi\hbar\sqrt{\frac{3}{2m\times3.53\,k_BT}}=7.9\ \text{nm}.
\end{equation}
That is a comparison of energies, not a visibility threshold.

\textbf{Q:} When the ripple is gone, have the subbands gone too?

\textbf{A:} Thermal smearing leaves the eigenstates as they were; it removes their separate signatures from $dn/d\mu$. Nor does every trace of the width vanish with the ripple. In the degenerate regime the deficit $1/kW$ falls only as a power of $W$, while temperature, a finite lifetime or potential disorder makes the ripple fall exponentially or faster once $W$ is large. At 200 nm the deficit is $0.0617/4=0.015$, seven times the ripple.

The numbers belong to one parabolic valley with an isotropic mass and a flat potential between hard walls. In silicon the masses along $x$, $y$ and $z$ can differ and several valleys contribute, so each valley needs its own ladder. Gates that bend the bands across the width change the levels, and the ladder must then be recomputed before its local spacing is compared with the broadening.

\section*{Computed values}
\begin{verbatim}
effective mass: 0.2 electron masses
thickness, width: 5.0, 50.0 nm
width/thickness: 10
Fermi energy: 20.0 meV
quantum lifetime: 1.0 ps
rms potential: 0.5 meV; rms width variation: 1.0 nm
thickness gap: 225.6 meV
width level E1: 0.7521 meV
lowest width gap 3 E1: 2.256 meV
Fermi wave number: 0.3240 1/nm
k W / pi: 5.157
gap between width levels 5 and 6: 8.273 meV
local spacing at Fermi energy: 7.757 meV
kT at 4 K: 0.3447 meV
thermal full width / kT: 3.5255
thermal full width at 4 K: 1.215 meV
lifetime full width: 0.6582 meV
potential full width: 1.177 meV
width-variation rms energy: 0.800 meV
width-variation full width: 1.884 meV
mean free path v tau: 187.6 nm
damping factor, thermal: 0.8824
damping factor, lifetime: 0.7660
damping factor, potential: 0.9213
damping factor, width: 0.8106
W=50 nm, 4 K: spacing 7.757 meV, R 0.5048, ripple amplitude 0.14150
W=100 nm, 4 K: spacing 3.878 meV, R 0.2144, ripple amplitude 0.04250
W=200 nm, 4 K: spacing 1.939 meV, R 0.0158, ripple amplitude 0.00221
smooth edge deficit 1/(kW), W=50 nm: 0.0617
survival at spacing = full width, thermal: 0.0415
survival at spacing = full width, lifetime: 0.0432
survival at spacing = full width, Gaussian: 0.0284
survival with all three equal: 5.10e-05
largest error of damped series, 12-40 meV: 0.0027
largest error without thermal damping: 0.0552
largest error without lifetime damping: 0.0758
largest error without potential damping: 0.0367
largest error without width damping: 0.1504
maxima between 5 and 40 meV at 4 K: 5
positions of maxima (meV): 7.35, 12.70, 19.55, 28.00, 37.95
relative density of states there: 1.013, 1.072, 1.093, 1.093, 1.083
77 K: kT 6.635 meV, full width 23.39 meV, maxima 0
300 K: kT 25.852 meV, full width 91.14 meV, maxima 0
temperature where thermal full width = local spacing: 25.5 K
width where lowest gap = thermal full width at 300 K: 7.87 nm
\end{verbatim}
